Half-turn toggling of a synthetic antiferromagnet by two orthogonal field pulses

**1. A case that can be seen through**

Two identical magnetic layers are coupled so that their moments prefer to be antiparallel. Both moments lie in the film plane. Suppose first that anisotropy is very weak and that the field F is much smaller than the field needed to make the moments parallel.

Let β be the direction of the bisector of the two moments and let each moment stand at an angle γ from it. Antiparallel moments have γ = 90°. With c = cos γ, a coupling field J and a field F in direction θ, the energy per layer moment is

e = J cos 2γ − 2F c cos(β−θ) = −J + 2J c² − 2F c cos(β−θ).

Its minimum over c is at c = F cos(β−θ)/(2J), where

e = −J − F² cos²(β−θ)/(2J).

The pair therefore turns its bisector towards the field line, so the moments stand nearly across the field and lean slightly into it.

Store a bit with moment 1 at 0° and moment 2 at −180°, so β = −90°. Apply a field at −45°, then at 0°, then at +45°. The bisector moves to −45°, 0° and +45°, and moment 1 points near 45°, 90° and 135°. When the field is removed, a weak anisotropy along 0°–180° pulls moment 1 to the nearer end, 180°. The field turned by 90° and the moments by 180°. The following sections find how much anisotropy and field this tolerates.

**2. Model and conventions**

Angles φ1 and φ2 are measured from the easy axis. Each layer is a single rigid moment with saturation magnetization Ms and thickness t. All fields are flux densities in mT. J is the coupling energy per area divided by Ms t, and K > 0 is the anisotropy field of one layer. The energy per layer moment is

e = J cos(φ1−φ2) − (K/2)(cos²φ1 + cos²φ2) − F[cos(φ1−θ) + cos(φ2−θ)].

The two line fields have equal strength H and point at −45° and +45°. The sequence is first line, both lines, second line, none. With both on, F = √2 H and θ = 0.

The moments are taken to descend in energy, dφi/dτ = −∂e/∂φi, where τ is a scaled time, and each stage is held long enough to settle. Precession is treated in section 8.

The claim is that both moments turn by +180° from either stored state if

√[K(2J+K)] < √2 H < 2J − K.

Put φ1 = β+γ and φ2 = β−γ. The identities

cos²φ1 + cos²φ2 = 1 + ½(cos 2φ1 + cos 2φ2) = 1 + cos 2β cos 2γ,

cos(φ1−θ) + cos(φ2−θ) = 2 cos γ cos(β−θ)

give

e = J cos 2γ − (K/2)(1 + cos 2β cos 2γ) − 2F cos γ cos(β−θ).  (1)

Since ∂e/∂β = ∂e/∂φ1 + ∂e/∂φ2 and ∂e/∂γ = ∂e/∂φ1 − ∂e/∂φ2, the motion is again a descent: dβ/dτ = −½ ∂e/∂β and dγ/dτ = −½ ∂e/∂γ. The slopes are

∂e/∂β = K sin 2β cos 2γ + 2F cos γ sin(β−θ),  (2)

∂e/∂γ = 2 sin γ [F cos(β−θ) − (2J − K cos 2β) cos γ].  (3)

A positive slope makes its angle decrease.

**3. First line: the state is trapped**

Take −90° < θ < 0 and start at β = −90°, γ = 90°. There ∂e/∂β = 0, while ∂e/∂γ = −2F sin θ > 0. So γ falls, cos γ becomes positive, and β begins to rise. The state enters the rectangle −90° < β < 0, 0 < γ < 90°. On the edges, (2) and (3) give:

- At β = −90°, ∂e/∂β = −2F cos γ cos θ < 0, so β rises.
- At β = 0, ∂e/∂β = −2F cos γ sin θ > 0, so β falls.
- At γ = 90°, ∂e/∂γ = 2F cos(β−θ) > 0, because |β−θ| < 90°, so γ falls.
- At γ = 0, ∂e/∂γ = 0. A state on this edge stays on it, so one from inside cannot reach it in finite time.

The state cannot leave, whatever the ramp of the field within this range of θ. For F < 2J − K the edge γ = 0 also repels, because the bracket in (3) is then at most F − 2J + K < 0.

If the field is now removed, (3) becomes ∂e/∂γ = −2 sin γ cos γ (2J − K cos 2β), which is negative for 2J > K, so γ rises to 90°. Once γ exceeds 45°, cos 2γ < 0, and with sin 2β < 0 the slope K sin 2β cos 2γ is positive. Hence β falls back to −90°. Before that β may rise, but it cannot cross β = 0, where this slope vanishes. One line alone leaves the bit as it was, safely so for F < 2J − K. A line field near 2J or above drives the moments parallel, and a small disturbance can then change the bit.

**4. Both lines: the flop**

Now θ = 0. For sin γ ≠ 0, setting (3) to zero gives

cos γ = F cos β/(2J − K cos 2β).

Written in c, equation (1) is

e = −J − K/2 + (K/2) cos 2β + (2J − K cos 2β)c² − 2F c cos β,

so inserting the stationary c leaves an energy of one angle,

V = −J − K/2 + (K/2) cos 2β − F² cos²β/(2J − K cos 2β).  (4)

With w = cos 2β and cos²β = (1+w)/2,

dV/dw = K/2 − (F²/2)[(2J−Kw) + K(1+w)]/(2J−Kw)²
= K/2 − F²(2J+K)/[2(2J−Kw)²].  (5)

This is negative for every w from −1 to 1 if it is negative at w = −1, where the denominator is largest. That requires

F² > K(2J+K), or F > F_sf = √[K(2J+K)].

V then falls steadily from β = −90° to β = 0. The stationary points with γ ≠ 0 in the closed rectangle are the stored corner (β = −90°, γ = 90°) and the flopped state

β = 0, cos γ = F/(2J−K),

which exists with γ > 0 if F < F_sat = 2J − K. On the edge γ = 0 the slope (2) is 2 sin β (K cos β + F), which vanishes at β = 0 and adds the parallel state.

The edges still confine the state: β = −90° pushes inward, β = 0 cannot be crossed, and γ cannot rise past 90°. Descent must therefore end at one of these three points, and two of them can be excluded.

At the stored corner the second derivatives are

e_ββ = 2K, e_γγ = 4J + 2K, e_βγ = 2F.

Their determinant is 4[K(2J+K) − F²], negative above F_sf, so the corner is a saddle. A descent that ends there must arrive along the direction of positive curvature. Because e_βγ > 0, that direction has changes of β and γ of equal sign. Points inside the rectangle differ from the corner by a positive change of β and a negative change of γ, so they cannot arrive that way.

Near the parallel state the bracket in (3) is close to F − (2J−K) < 0, so γ grows and the state moves away.

What remains is the flopped state. The preceding single-line stage matters: with both lines switched on together, the state would start at the saddle itself, with no preferred sense of rotation.

**5. Second line, then no field**

Switching off the first line makes θ positive. At β = 0 the slope is now −2F cos γ sin θ < 0, so β rises through zero. After a long hold the state is as close to β = 0 as desired, and this finite slope carries it across. In a slow ramp it follows the flopped minimum, which moves to positive β.

The state is then confined to 0 < β < 90°. At β = 0 it is pushed up, at β = 90° the slope is 2F cos γ cos θ > 0 and pushes it down, and the conditions on γ are as before. With the field off, γ rises to 90°. Now sin 2β > 0 and cos 2γ < 0, so ∂e/∂β < 0 and β rises to 90°. The end state is

φ1 = β + γ = 180°, φ2 = β − γ = 0.

Moment 1 went from 0 to 180° and moment 2 from −180° to 0. Both turned by +180°.

For the other stored state, exchange the labels of the identical layers. The energy does not change, and −180° and 180° are the same direction, so the argument applies again. Reflecting all angles about the easy axis interchanges the lines, so the reversed pulse order gives −180°.

**6. What happens outside the limits**

The window is open if F_sf < F_sat. For 2J > K both sides can be squared:

2JK + K² < 4J² − 4JK + K², hence J > 3K/2.

Below F_sf the outcome can depend on the path. The curvature of the flopped state along β, with F = (2J−K)c, is

e_ββ = 2K(2c²−1) + 2Fc = 2[(2J+K)c² − K].

It is positive for F > F_low = (2J−K)√[K/(2J+K)]. Between F_low and F_sf both the stored and the flopped states are stable, and the tilt left by the first line decides between them. Below F_low, (5) is positive for every w. The pair returns to its stored axis while both lines are on, the second line acts as a single line, and no toggle results.

Above F_sat, with J > 3K/2, the flopped state with γ > 0 no longer exists and both stored states approach φ1 = φ2 = 0. This state is unchanged when the layers are exchanged, so it cannot tell which bit was stored. In ideal descent a shrinking difference survives, but any disturbance larger than it decides the outcome.

**7. Worked cell**

The example is a disk of 300 nm diameter with two 4 nm layers, a 1 nm spacer and Ms = 800 kA/m. It has K = 3 mT, J = 20 mT and H = 12 mT per line. The limits are

F_sf = √(3 × 43) = 11.36 mT,
F_sat = 40 − 3 = 37 mT,
F_low = 37 √(3/43) = 9.77 mT.

Dividing by √2 gives a guaranteed line-field window from 8.03 to 26.16 mT. The combined field, √2 × 12 = 16.97 mT, lies inside it.

The first line brings the moments to 10.9° and −137.4°, so β = −63.3° and γ = 74.2°. With both on, cos γ = 16.97/37 = 0.459, hence γ = 62.7° and the moments stand at ±62.7°. The second line gives 137.4° and −10.9°, the first-stage angles reflected about the easy axis with the layers exchanged. With no field they end at 180° and 0°.

Eighteen descent runs tested the window: J/K = 2.5, 5 and 10, fields at 15, 50 and 85 % of the way from F_sf to F_sat, and both stored states. Each gave a half turn.

For this cell the bistable strip begins at 6.91 mT per line, and toggling was found from 8.00 mT, just below the guaranteed 8.03 mT. The 8.00 mT belongs to a finite hold, τ = 40/K per stage. Motion is slow where V is nearly flat, and a tenfold longer hold with both lines on lowers this figure to about 7.96 mT.

At zero field (4) gives V = (K/2) cos 2β plus a constant, so the barrier between stored states is K. In energy it is K Ms t times the disk area:

0.003 T × 8×10⁵ A/m × 4×10⁻⁹ m × π(1.5×10⁻⁷ m)² = 6.8×10⁻¹⁹ J,

or 164 kT at 300 K. With one line on and J much larger than K, replace the denominator in (4) by 2J and cos²β by cos²(β+45°) = (1 − sin 2β)/2. The part that varies with β is

(K/2) cos 2β + (H²/4J) sin 2β,

with a peak-to-peak height √[K² + (H²/2J)²] = √(3² + 3.6²) = 4.7 mT. The full model gives 4.52 mT, or 247 kT. In this example a half-selected cell has a higher barrier than an idle one.

**8. Use in a real cell**

Ms and the exchange stiffness used below are rough values for permalloy-like layers; J, K and H are chosen as an example. For uniformly magnetized disks, stray fields supply about 15 mT of J. The remaining 5 mT or so is direct coupling through the spacer, or about 0.016 mJ/m². This is weak: a thin ruthenium spacer near its strongest antiferromagnetic coupling gives far more, which would raise F_sf. The circular outline removes in-plane shape anisotropy, so K must come from the film itself. The assumed 3 mT is several times the usual induced anisotropy of plain permalloy, so another alloy or another source of anisotropy would be needed. Elongated cells need an anisotropic coupling as well, and its effect is not evaluated here.

Unequal layers break the exchange symmetry. Let the moments be (1+d) and (1−d) times their mean, with layer 1 along the combined field. The curvatures of the stored state in φ1 and φ2 are J + (1+d)(K+F) and J + (1−d)(K−F), and the mixed derivative is −J. Setting the determinant to zero gives, to first order in d,

F² − 2dJF − K(2J+K) = 0, so F ≈ F_sf + dJ.

For d = 0.02 the instability shifts by 0.4 mT, or about 0.28 mT per line, upwards if the larger moment lies along the field and downwards if it lies against it. The toggle thresholds found with the same finite hold are 8.33 and 7.69 mT per line, against 8.00 mT for equal layers. A driver must exceed the higher one to toggle both states.

Other departures were tried at H = 12 mT. Making one line 10 % stronger and the other 10 % weaker, either way round, still toggled both states. So did the full precessional motion with equal layers, damping 0.01, 8 ns pulses delayed by 4 ns, and 1 ns ramps. That run had no thermal noise and used one field. The window is guaranteed for descent only: at this low damping the precessional motion can miss the toggle at some line fields near the top of the window, around 25 mT with 1 ns ramps and from about 23 mT with 0.2 ns ramps. At 300 K the stored axis has an rms tilt of about √[1/(2 × 164)] rad = 3.2° in the harmonic approximation.

The least secure assumption is that each layer is one rigid moment. With a rough exchange stiffness A = 13 pJ/m, the length √[2A/(Ms F)] at the combined field is 44 nm, well below the 300 nm diameter. The magnetization has room to bend, so the field limits and the energy barriers are estimates for such a disk. How far bending moves them needs a spatially resolved calculation. The numerical output below lists the values used here.

Numbers as computed

```
coupling field J                      20.0 mT
anisotropy field K                    3.0 mT
line field H                          12.0 mT
combined field sqrt(2) H              16.97 mT
saturation magnetization              800 kA/m
layer / spacer thickness              4.0 / 1.0 nm
disk diameter                         300 nm
flopped state stable above            9.77 mT
stored state unstable above           11.36 mT
same, from numerical curvature        11.36 mT
saturation along easy axis            37.00 mT
guaranteed line-field window, low end 8.03 mT
guaranteed line-field window, top end 26.16 mT
lower edge of bistable strip, line    6.91 mT
quasi-static threshold found, line    8.00 mT
smallest J/K with an open window      1.500
toggle runs passed across the window  18
after first line   phi1, phi2, beta, gamma: 10.9, -137.4, -63.3, 74.2 deg
after both lines   phi1, phi2, beta, gamma: 62.7, -62.7, -0.0, 62.7 deg
after second line  phi1, phi2, beta, gamma: 137.4, -10.9, 63.3, 74.2 deg
after field off    phi1, phi2, beta, gamma: 180.0, 0.0, 90.0, 90.0 deg
stray-field part of J                 15.12 mT
direct-coupling part of J             4.88 mT
direct coupling energy                0.0156 mJ/m^2
temperature                           300 K
barrier, no field                     3.00 mT = 164 kT
barrier, one line on                  4.52 mT = 247 kT
thermal rms tilt of stored axis       3.2 deg
layer moments off their mean by       +-2 %
line threshold then, layer 1 at 0     8.33 mT
line threshold then, layer 1 at 180   7.69 mT
line fields uneven by +-10 %          toggles from both states
exchange stiffness (rough)            13 pJ/m
bending length at combined field      44 nm
precession run: damping               0.010
pulse width / delay / rise            8 / 4 / 1 ns
precession run, half turns (2 states x 2 layers): 1.000, 1.000, 1.000, 1.000
```
